# Attenuation length of a driven second-sound wave at high frequency

## A wave that moves one way

In a crystal where phonons exchange momentum among themselves much faster than they lose it, heat can travel as a damped wave, called second sound. Let $\theta(x,t)$ be the small deviation of temperature from its mean, and let $j(x,t)$ be the heat flux divided by $Cc$, where $C$ is the heat capacity per volume and $c$ the second-sound speed. Then $j$ has the unit of temperature. The simplest model of the wave is

$$\theta_t+c\,j_x=0,\qquad j_t+c\,\theta_x=-\frac{j}{\tau}. \tag{1}$$

Subscripts denote derivatives. The first equation conserves energy. The second says that the flux is driven by the temperature gradient and lost to resistive scattering with relaxation time $\tau$.

Add and subtract the two equations, with $r=\theta+j$ and $s=\theta-j$, so that $j=(r-s)/2$:

$$r_t+c\,r_x=-\frac{r-s}{2\tau},\qquad s_t-c\,s_x=+\frac{r-s}{2\tau}. \tag{2}$$

Without damping, $r$ moves to the right and $s$ to the left, both at speed $c$. Suppose that $s$ is negligible. An observer who moves to the right with speed $c$ then sees $dr/dt=-r/(2\tau)$, so the amplitude falls by a factor $e$ in the time $2\tau$, during which the wave covers the distance $2c\tau$.

The factor two is already visible. Scattering acts on $j$ at the rate $1/\tau$ but does not act on $\theta$. In a one-way wave the two are equal and locked together, so their sum decays at half that rate.

Is $s$ negligible? Let $r$ vary as $e^{i\omega(x/c-t)}$. In the second of equations (2) the left side becomes $-2i\omega s$, and to leading order the right side is $r/(2\tau)$. Hence $s\approx i\,r/(4\omega\tau)$, which is small when $\omega\tau\gg1$. High frequency thus means many radians of oscillation per relaxation time. The full solution below shows how the limit is approached.

## The telegraph equation and the driven wave

In ordinary variables the model consists of the energy balance $C\theta_t+q_x=0$ and the relaxing flux law $\tau q_t+q=-\kappa\theta_x$, where $\kappa$ is the thermal conductivity. With $q=Ccj$ and

$$c^2=\frac{\kappa}{C\tau}$$

they become equations (1). The coefficients are constants, which requires a temperature swing small enough that $C$, $\kappa$ and $\tau$ do not change appreciably.

To eliminate the flux, differentiate the first of equations (1) in time, which gives $\theta_{tt}=-c\,j_{xt}$. Differentiate the second in $x$, which gives $j_{xt}=-c\,\theta_{xx}-j_x/\tau$. Since $j_x=-\theta_t/c$,

$$\theta_{tt}=c^2\theta_{xx}+\frac{c\,j_x}{\tau}=c^2\theta_{xx}-\frac{\theta_t}{\tau}.$$

Multiplication by $\tau$ gives the telegraph equation

$$\tau\theta_{tt}+\theta_t=c^2\tau\,\theta_{xx}. \tag{3}$$

A source at $x=0$ has been running at the real angular frequency $\omega>0$ for long enough that transients have died out, and the medium fills $x>0$. The physical temperature deviation is the real part of

$$\theta=\theta_0\,e^{i(kx-\omega t)},\qquad k=a+ib,\quad b>0.$$

The modulus is $|\theta_0|e^{-bx}$, so the amplitude attenuation length is $L=1/b$. The condition $b>0$ selects the wave that dies out away from the source.

In equation (3), each time derivative gives $-i\omega$ and each space derivative $ik$:

$$-\tau\omega^2-i\omega=-c^2\tau k^2
\quad\Longrightarrow\quad
c^2k^2=\omega^2+\frac{i\omega}{\tau}. \tag{4}$$

## Solving for the attenuation length

Since $k^2=a^2-b^2+2iab$, the real and imaginary parts of equation (4) are

$$a^2-b^2=\frac{\omega^2}{c^2},\qquad 2ab=\frac{\omega}{c^2\tau}. \tag{5}$$

The second relation shows that $a>0$ when $b>0$: the decaying wave has crests that move away from the source.

The modulus of $k^2$ supplies the sum of the squares:

$$a^2+b^2=|k^2|=\frac{\omega^2}{c^2}S,\qquad S=\sqrt{1+\frac{1}{(\omega\tau)^2}}.$$

Subtracting the first of equations (5) gives

$$b^2=\frac{\omega^2}{2c^2}(S-1).$$

At high frequency this is a large factor times a small difference, so the limit is not yet visible. From $S^2-1=(S-1)(S+1)=1/(\omega\tau)^2$ follows $S-1=1/[\omega^2\tau^2(S+1)]$, and therefore

$$b^2=\frac{1}{2c^2\tau^2(1+S)},\qquad
L=\frac1b=c\tau\sqrt{2(1+S)}. \tag{6}$$

The frequency now enters through $S$ alone. As $\omega$ rises, $S$ falls steadily towards 1 and remains above it. Hence $L$ falls steadily and tends from above to

$$L\to c\tau\sqrt{4}=2c\tau .$$

This is the result sought. It holds for the telegraph equation at fixed $c$ and $\tau$.

## How the limit is approached

Put $\epsilon=1/(\omega\tau)^2$, which is small at high frequency. Then $S=1+\epsilon/2+O(\epsilon^2)$, so $(1+S)/2=1+\epsilon/4+O(\epsilon^2)$. Taking the square root halves the small term once more:

$$L=2c\tau\sqrt{\frac{1+S}{2}}
=2c\tau\left[1+\frac{1}{8(\omega\tau)^2}+O\!\left(\frac{1}{(\omega\tau)^4}\right)\right]. \tag{7}$$

The small coefficient $1/8$ makes the approach quick. An excess of 1% over the limit requires $\omega\tau\approx\sqrt{100/8}\approx3.5$.

At low frequency $S\approx1/(\omega\tau)\gg1$, and equation (6) becomes

$$L\approx c\tau\sqrt{\frac{2}{\omega\tau}}=\sqrt{\frac{2D}{\omega}},\qquad D=c^2\tau=\frac{\kappa}{C}.$$

This is the penetration depth of ordinary heat diffusion, which shrinks without limit as the frequency rises. The inertia of the flux replaces that decline by a finite length.

The second of equations (5) relates attenuation to speed. With the phase speed $v_{\rm ph}=\omega/a$,

$$L=\frac1b=\frac{2c^2\tau a}{\omega}=2c\tau\,\frac{c}{v_{\rm ph}}. \tag{8}$$

Within the model this holds at every frequency. A slow, diffusive wave has a length greater than $2c\tau$, and $L$ reaches its limit as $v_{\rm ph}$ rises to $c$. The length measured in wavelengths behaves differently. It is $aL/(2\pi)$, which tends to $\omega\tau/\pi$ and grows with frequency. The distance becomes constant while more and more oscillations fit into it.

## The factor two from a balance

Multiply the first of equations (1) by $\theta$, the second by $j$, and add. Because $\theta j_x+j\theta_x=(\theta j)_x$,

$$W_t+c\,(\theta j)_x=-\frac{j^2}{\tau},\qquad W=\frac{\theta^2+j^2}{2}. \tag{9}$$

The quantity $W$ measures the strength of the wave. It is not the heat content, which is linear in $\theta$ and is conserved.

Average over one cycle of the steady drive. The term $W_t$ averages to zero. The product $\theta j$ contains two amplitudes, so its average varies as $e^{-2bx}$ and its $x$-derivative brings down $-2b$:

$$-2bc\,\langle\theta j\rangle=-\frac{\langle j^2\rangle}{\tau}
\quad\Longrightarrow\quad
b=\frac{\langle j^2\rangle}{2c\tau\,\langle\theta j\rangle}. \tag{10}$$

The first of equations (1) gives $-i\omega\theta+ickj=0$, or $j=\omega\theta/(ck)$. At high frequency $ck/\omega\to1$, so $j\to\theta$. The two averages become equal and $b\to1/(2c\tau)$.

A quantity quadratic in the amplitude, such as $W$, falls by a factor $e$ over $L/2$, which tends to $c\tau$. A quoted attenuation length therefore needs a statement of which quantity it describes.

Equations (6) and (10) were tested against a direct numerical solution of equations (1) in time, with $c=\tau=1$ and a sinusoidal temperature imposed at $x=0$. The decay length was read from the amplitudes at $x=1$ and $x=3$ during the last cycle.

- At $\omega\tau=0.5$ the simulated length was 2.5435. Equation (6) gives 2.5440, and equation (10), with the simulated fields near $x=2$, gives 2.5446.
- At $\omega\tau=5$ the three values were 2.0094, 2.0099 and 2.0074.

The largest disagreement is about 0.1%.

## Free decay is a different experiment

Instead of driving the wave at one place, one can imprint a periodic temperature pattern and let it go. Then $k$ is real and $\omega$ is complex. Equation (4), read as a quadratic in $\omega$, gives

$$\omega=-\frac{i}{2\tau}\pm\sqrt{c^2k^2-\frac{1}{4\tau^2}}.$$

For $2ck\tau>1$ the root is real. The pattern oscillates, and its amplitude falls as $e^{-t/(2\tau)}$. The lifetime is $2\tau$ for every such $k$, whereas the driven length $L$ merely approaches its limit. For $ck\tau\gg1$ the wave moves at nearly $c$ and covers $2c\tau$ in its lifetime, so the two experiments agree. For $2ck\tau<1$ both roots are imaginary and the pattern relaxes without oscillating.

## Where high frequency stops

Equations (1) describe the phonons by their energy and their flux alone. This needs normal scattering, which conserves phonon momentum, to be fast enough to remove every finer feature of the distribution over directions. At sufficiently high frequency it is not.

The size of the failure can be found in a simple kinetic model: phonons of a single speed $v$ moving in a plane. Let $g(\varphi)$ be the deviation of their energy distribution at angle $\varphi$ to the $x$ axis, scaled so that its angular mean is $\theta$. Expand it as

$$g=a_0+a_1\cos\varphi+a_2\cos2\varphi+\dots,\qquad a_0=\theta.$$

Resistive scattering relaxes $g$ towards $a_0$ in the time $\tau$. Normal scattering relaxes it towards $a_0+a_1\cos\varphi$ in the time $\tau_N$, because it also conserves momentum:

$$g_t+v\cos\varphi\,g_x=-\frac{g-a_0}{\tau}-\frac{g-a_0-a_1\cos\varphi}{\tau_N}.$$

With $\cos\varphi\cos n\varphi=\tfrac12[\cos(n-1)\varphi+\cos(n+1)\varphi]$, the first three harmonics of a driven wave obey

$$-i\omega a_0+\tfrac{i}{2}kv\,a_1=0,$$

$$\left(-i\omega+\tfrac1\tau\right)a_1+ikv\left(a_0+\tfrac12a_2\right)=0,$$

$$\left(-i\omega+\tfrac1{\tau_C}\right)a_2+\tfrac{i}{2}kv\,(a_1+a_3)=0,\qquad \frac1{\tau_C}=\frac1\tau+\frac1{\tau_N}.$$

When $\omega\tau_C$ and $|k|v\tau_C$ are small, $a_3$ is smaller than $a_2$ by a factor of order $|k|v\tau_C$ and can be dropped, as can $-i\omega$ beside $1/\tau_C$. Then $a_2\approx-\tfrac{i}{2}kv\tau_Ca_1$. The first equation gives $a_0=kva_1/(2\omega)$. Put both into the second and divide by $a_1$:

$$-i\omega+\frac1\tau+\frac{ik^2v^2}{2\omega}+\frac{k^2v^2\tau_C}{4}=0.$$

Multiply by $i\omega$ and set $c=v/\sqrt2$:

$$\omega^2+\frac{i\omega}{\tau}=c^2k^2\left(1-\frac{i\omega\tau_C}{2}\right). \tag{11}$$

For $\tau_C\to0$ this is equation (4). The new term is phonon viscosity. Taking the square root for $\omega\tau\gg1$ and $\omega\tau_C\ll1$,

$$k\approx\frac{\omega}{c}\left(1+\frac{i}{2\omega\tau}\right)\left(1+\frac{i\omega\tau_C}{4}\right),
\qquad
b\approx\frac{1}{2c\tau}+\frac{\omega^2\tau_C}{4c}. \tag{12}$$

The ratio of the viscous term to the resistive one is $\omega^2\tau_C\tau/2$. The length $2c\tau$ is therefore a good description in the window

$$\frac1\tau\ll\omega\ll\sqrt{\frac{2}{\tau\tau_C}}.$$

Now include the telegraph correction from equation (7), which lowers $b$ by the fraction $1/(8\omega^2\tau^2)$. The two corrections cancel when

$$\frac{1}{8\omega^2\tau^2}=\frac{\omega^2\tau_C\tau}{2}
\quad\Longrightarrow\quad
\omega_*=\left(4\tau^3\tau_C\right)^{-1/4}. \tag{13}$$

There $L$ passes through $2c\tau$. Since $\omega_*^2=1/(2\tau\sqrt{\tau\tau_C})$, each correction then equals $\tfrac14\sqrt{\tau_C/\tau}$. For both to be as small as 1%, $\tau$ must be about 600 times $\tau_C$. Even then the level stretch is short: $L$ stays within 1% of $2c\tau$ over a factor of only about 1.6 in frequency. A ratio of $10^4$ widens this to a factor of about 4, and ratios below 600 narrow it further.

## A graphite film near 100 K

Consider in-plane second sound in a suspended graphite film, heated evenly through its thickness. Rough values are $c=3$ km/s, which is 3 µm/ns, $\tau=1.5$ ns and $\tau_N=0.02$ ns. The high-frequency length is

$$2c\tau=2\times3\ \text{µm/ns}\times1.5\ \text{ns}=9\ \text{µm}\quad(9000\ \text{nm}).$$

Quadratic quantities decay over 4.5 µm. In the telegraph model, a freely decaying pattern with a wavelength below $4\pi c\tau\approx57$ µm has an amplitude lifetime of 3 ns. In the kinetic model viscosity shortens it at short wavelengths, to about 2.85 ns at 10 µm and 1.9 ns at 3 µm.

The table compares equation (6) with the length from the kinetic model, solved numerically on discrete directions without the approximations behind equation (11).

| $f$ (GHz) | $\omega\tau$ | $L$, telegraph (µm) | $L$, kinetic (µm) |
|---|---|---|---|
| 0.01 | 0.094 | 21.7 | 21.7 |
| 0.1 | 0.94 | 9.98 | 9.91 |
| 0.2 | 1.9 | 9.29 | 9.07 |
| 0.4 | 3.8 | 9.08 | 8.30 |
| 1 | 9.4 | 9.01 | 5.77 |
| 3 | 28 | 9.00 | 1.77 |

The telegraph length comes within 1% of its limit above 0.37 GHz, where $\omega\tau=3.49$, in agreement with the estimate from equation (7). At 0.4 GHz the phase speed is 2.974 km/s, and equation (8) gives $9\times3/2.974=9.08$ µm, as in the table. The wavelength is 7.4 µm, so the amplitude falls by a factor $e$ in 1.2 wavelengths. At this frequency the wave is still strongly damped, although the telegraph length is already within 1% of its limit.

The last column does not level off at $2c\tau$. It keeps falling through the table, and only far above it, at about 100 GHz and beyond, does it approach the phonon mean free path $v\tau_C\approx0.08$ µm. At 0.4 GHz the viscous term should add about 9% to the attenuation, and the kinetic attenuation is indeed larger than the telegraph value by the factor $9.08/8.30\approx1.09$. The kinetic length crosses 9 µm at 0.215 GHz, while equation (13) gives 0.222 GHz, about 3% higher. With $\tau_C=0.0197$ ns the ratio $\tau/\tau_C$ is 76, well short of the 600 at which both corrections fall to 1%, and the kinetic length stays within 1% of 9 µm over a factor of only about 1.2 in frequency. At 3 GHz, $\omega\tau_C\approx0.37$ is no longer small, so equation (12) is not reliable there, and the telegraph length is about five times the kinetic one.

## Real films and chips

Second sound has been observed in graphite near 100 K over distances of micrometres, so the example lies in a real regime. With a rough heat capacity of 0.3 MJ/(m³K), the chosen numbers imply $\kappa=Cc^2\tau\approx4000$ W/(m K), which is of the order expected in the plane of good graphite. The kinetic model is nevertheless an idealization. It replaces several phonon branches by one isotropic speed and a wide spread of scattering times by two numbers. The lengths are estimates for the model and not reference values for the material.

Three departures matter for a heat spreader on a chip. In each estimate the other parameters are held fixed unless stated.

**Grain boundaries.** If every boundary randomizes the direction of a phonon, grains of size $d$ add roughly $v/d$ to the resistive rate. For $d=20$ µm this is $\sqrt2\times3/20=0.21$ ns⁻¹, beside $1/\tau=0.67$ ns⁻¹. Spread evenly through the film, this extra rate would lower the limiting length from 9 to about 6.8 µm. That is only a crude average, because these grains are longer than the attenuation length: inside a grain the wave still decays over 9 µm, and the extra loss occurs at the boundaries.

**Contact with a substrate.** A heat leak at the rate $\gamma$ adds $-\gamma\theta$ to the right side of the energy equation. The driven wave then obeys

$$(-i\omega+\gamma)\theta+ickj=0,\qquad\left(-i\omega+\tfrac1\tau\right)j+ick\theta=0.$$

A nonzero solution requires $(-i\omega+\gamma)(-i\omega+1/\tau)+c^2k^2=0$, or

$$c^2k^2=(\omega+i\gamma)\left(\omega+\frac i\tau\right).$$

At high frequency $k\approx\omega/c+i(\gamma+1/\tau)/(2c)$, so $L\to2c/(1/\tau+\gamma)$. Now both $\theta$ and $j$ are damped, and the rate is the mean of their two rates. A film of thickness 1 µm with a rough contact conductance of 50 MW/(m²K) has $\gamma=50/(0.3\times1)\ \text{µs}^{-1}=0.17$ ns⁻¹, which lowers the limit to 7.2 µm if the contact removes energy but does not damp $j$. Phonons that cross into the substrate also take their momentum with them. Suppose that those that enter the film bring none on average, that phonons of every direction escape at the same rate, and that reflection at the contact preserves the momentum along the film. Then $j$ too is damped at the extra rate $\gamma$, and the limit becomes $2c/(1/\tau+2\gamma)=6.0$ µm. Both estimates treat the temperature as uniform across the film. Graphite conducts heat poorly across its layers, so in a film this thick the real leak would be weaker and the limit would fall less.

**Operating temperature.** This is the largest change. Near 300 K, rough times are $\tau=0.1$ ns and $\tau_N=0.01$ ns. With $c$ kept at 3 km/s, $2c\tau$ shrinks to 0.6 µm. Reaching $\omega\tau=3$ takes a drive at 4.8 GHz, where the telegraph length is 0.61 µm and the kinetic length 0.45 µm. The kinetic value lies 25% below $2c\tau$, since normal scattering is now just ten times faster than resistive scattering. The amplitude then falls by a factor $e$ within about 0.7 of a wavelength, so little of a wave is left.

The quantum of the drive is no obstacle in the main example: at 0.4 GHz and 100 K, $hf/(k_BT)\approx2\times10^{-4}$. For these parameters, the viscosity of the phonon gas sets the upper end of the window long before the size of that quantum matters. The numerical output below lists further intermediate values.

## Computed results

```
Time-domain test, c = tau = 1 (lengths in c*tau)
 omega*tau=0.5: simulated L=2.5435, formula=2.5440, from balance=2.5446
 omega*tau=5.0: simulated L=2.0094, formula=2.0099, from balance=2.0074
Graphite-like example near 100 K, rough inputs
second-sound speed c = 3.0 km/s
resistive time tau = 1.50 ns
normal time tau_N = 0.020 ns
combined time tau_C = 0.01974 ns
heat capacity = 0.30 MJ/(m^3 K)
implied conductivity C*c^2*tau = 4050 W/(m K)
limit 2*c*tau = 9.000 um = 9000 nm
decay length of quadratic measure = 4.500 um
free-decay amplitude lifetime = 3.000 ns
f(GHz) omega*tau L_telegraph(um) phase speed(km/s) L_kinetic(um)
  0.01   0.0942    21.7284     1.2426    21.7210
  0.05   0.4712    11.6408     2.3194    11.6126
  0.10   0.9425     9.9774     2.7061     9.9068
  0.20   1.8850     9.2923     2.9056     9.0685
  0.40   3.7699     9.0775     2.9744     8.2995
  1.00   9.4248     9.0126     2.9958     5.7741
  3.00  28.2743     9.0014     2.9995     1.7667
telegraph L within 1% of limit above f = 0.3705 GHz, omega*tau = 3.4918
at 0.4 GHz: Re k = 0.84497 /um, Im k = 0.11016 /um
at 0.4 GHz: wavelength = 7.4360 um
at 0.4 GHz: wavelengths per L = 1.2207
at 0.4 GHz: viscous/resistive damping estimate = 0.0935
kinetic L crosses 2*c*tau at f = 0.2152 GHz
estimate of that crossing = 0.2215 GHz
Other neglected effects, rough inputs
grain size = 20 um, added rate = 0.2121 /ns
limit with diffuse grain boundaries = 6.828 um
substrate conductance = 50 MW/(m^2 K)
film thickness = 1.0 um, leak = 0.1667 /ns
limit with substrate leak = 7.200 um
near 300 K: tau = 0.10 ns, tau_N = 0.010 ns
near 300 K: 2*c*tau = 0.600 um
near 300 K, omega*tau = 3.0, f = 4.775 GHz:
 L telegraph = 0.6081 um, L kinetic = 0.4520 um
drive quantum / thermal energy at 100 K, 0.4 GHz = 1.92e-04
```
